Current rollover of a cadmium telluride cell with an opposing back contact

Q: A solar cell in forward bias is a diode, and a diode's current grows exponentially until series resistance straightens the curve. Why should a cadmium telluride cell bend the other way, towards a nearly constant current?

A: Because the current must cross a second junction. The valence band of CdTe lies deep in energy, below the Fermi level of most metals, so a metal on the p-type back surface usually leaves a barrier φb for holes. Call φb the energy from the valence-band edge at the surface to the metal Fermi level. Forward bias makes the back metal positive, and holes must then enter the CdTe over this barrier. That is the blocking direction of the back contact.

Let J be the current density entering the cell from the back metal; a cell delivering power has J < 0. The model is one-dimensional and steady, so the same J crosses both junctions and the voltages add:

V = Vj + Vb + JR.

Here Vj is the forward voltage of the main junction, Vb the reverse voltage of the back contact, and R a series resistance times area.

Q: "Blocking" is a word, not a current law. What sets the hole current at the metal?

A: An exchange of holes. Let x run from the metal (x = 0) into the CdTe, and let p(0) be the hole density at the surface. For a nondegenerate Maxwellian population of mass m, the flux towards the metal is p(0)vR, with

vR = ∫₀^∞ v √(m/2πkT) exp(−mv²/2kT) dv = √(kT/2πm).

In equilibrium the metal returns an equal flux, psvR, where

ps = Nv exp(−φb/kT)

and Nv is the valence-band effective density of states. The metal's emission is taken to stay the same under bias, because φb is fixed. The net current into the CdTe is therefore

J = q vR [ps − p(0)].

Q: But p(0) is unknown. Holes that enter still have to cross the depletion region, and CdTe has a low hole mobility.

A: That transport gives the second equation. Take uniform acceptor density N and a depleted layer of width W. Its charge density is −qN, so Poisson's equation is φ″ = qN/ε. With φ = φ′ = 0 at x = W,

φ(x) = ψ(1 − x/W)², W = √(2εψ/qN), ψ = ψ0 + Vb.

The equilibrium bending ψ0 satisfies ps = N exp(−ψ0/Vt), with Vt = kT/q. With mobility μ and D = μVt, drift and diffusion combine into one derivative:

J = −qμpφ′ − qDp′ = −qD exp(−φ/Vt) d[p exp(φ/Vt)]/dx.

Multiply by exp(φ/Vt) and integrate from 0 to W. The hole current is constant there if generation and recombination in the layer are neglected, so

J ∫₀^W exp(φ/Vt) dx = qD [p(0) exp(ψ/Vt) − N].

Now divide by exp(ψ/Vt). Since N exp(−ψ/Vt) = ps exp(−Vb/Vt),

J = q vD [p(0) − ps exp(−Vb/Vt)],

1/vD = (1/D) ∫₀^W exp[(φ − ψ)/Vt] dx.

Q: Can that integral be done, or does vD hide the difficulty?

A: It can be done. Put u = ψ/Vt and t = √u(1 − x/W). Then dx = −W dt/√u, and reversing the limits removes the minus sign:

∫₀^W exp[(φ − ψ)/Vt] dx = (W/√u) exp(−u) ∫₀^√u exp(t²) dt = W F(√u)/√u.

F(z) = exp(−z²)∫₀^z exp(t²)dt is the Dawson function. Hence

vD = D√u/[W F(√u)].

For large z the integrand is concentrated near t = z, where t² − z² ≈ −2z(z − t), so F ≈ 1/(2z). Then vD ≈ 2Du/W = μ(2ψ/W) = μE, with E the field at the metal. The holes drift away from the top of the barrier.

Q: Then eliminate p(0), and let me see whether a saturation current appears.

A: Write the two laws as

J/(q vR) = ps − p(0),
J/(q vD) = p(0) − ps exp(−Vb/Vt).

Adding them cancels p(0):

J = Js [1 − exp(−Vb/Vt)], Js = q ps/(1/vR + 1/vD).

Once Vb is several Vt, the exponential is negligible and J ≈ Js. This is the reverse saturation current of the back contact.

As a test, the hole transport equation was solved by finite differences in the same depletion potential, with the same exchange condition at the metal. At Vb = −0.02, 0.02, 0.20 and 0.50 V, the largest deviation from this formula, relative to the formula, was 5.8×10⁻⁶.

Q: Your Js contains vD, which depends on W and ψ, and hence on Vb. You have not found a constant.

A: Correct. Since √u/W = √(qN/2εVt) does not depend on bias, vD varies as 1/F(√u). F falls beyond its maximum near √u = 0.92, so vD and Js rise with reverse bias for the bendings used here. I shall first hold Js fixed at its value for a stated Vb, which gives a closed result, and then restore the variation.

Q: Do that. What is assumed about the main junction?

A: The usual diode law, with ideality factor A, saturation current J0 and a voltage-independent photocurrent JL:

J = J0[exp(Vj/(A Vt)) − 1] − JL.

This is an assumed law, not derived here. Solving the two junction laws for their voltages gives

Vj = A Vt ln[1 + (J + JL)/J0],
Vb = −Vt ln(1 − J/Js).

Their sum with JR is

V = A Vt ln[1 + (J + JL)/J0] − Vt ln(1 − J/Js) + JR.

Both logarithms are real for −JL − J0 < J < Js. Within that interval

dV/dJ = A Vt/(J + JL + J0) + Vt/(Js − J) + R > 0,

and V runs from −∞ to +∞. Each voltage therefore has one current, and as V → +∞ the current tends to Js. The limiting forward current is the saturation current of the back contact.

Q: In the dark, perhaps. Illumination shifts a diode curve down by JL, so the limit in light should be Js − JL.

A: The shift applies to the main junction at fixed Vj, not to the whole cell at fixed V. The back contact carries the terminal current J, and J is what saturates. On the plateau the main diode's recombination current is J + JL → Js + JL; it rises to consume the photocurrent as well.

The case A = 1, R = 0 shows this explicitly. With v = V/Vt, the voltage law becomes

exp(v) = [1 + (J + JL)/J0]/(1 − J/Js).

Multiply by J0(1 − J/Js):

J0 exp(v) − (J0/Js) exp(v) J = J0 + J + JL.

Collecting J gives

J = {J0[exp(v) − 1] − JL}/[1 + (J0/Js) exp(v)].

The dark current minus the light current is JL/[1 + (J0/Js)exp(v)]. This is nearly JL while J0 exp(v) ≪ Js, and it vanishes at large v. With Js fixed, the curves merge, and superposition fails.

Q: How large is the limit for a plausible cell?

A: Take rough typical values: N = 10¹⁵ cm⁻³, μ = 60 cm²/Vs, relative permittivity 9.4, hole mass 0.8 free-electron masses, thickness 4 µm, T = 300 K and φb = 0.50 eV. The barrier is chosen high enough to make rollover visible. Then Vt = 25.85 mV, Nv = 1.796×10¹⁹ cm⁻³ and

ps = 1.796×10¹⁹ exp(−0.50/0.02585) ≈ 7.15×10¹⁰ cm⁻³.

The equilibrium bending is 0.247 V. At the reference bias Vb = 0.20 V it is 0.447 V, the width is 681 nm and the peak field is 0.0131 MV/cm. The velocities are vR = 3.01×10⁶ cm/s and vD = 7.63×10⁵ cm/s, so

1/(1/vR + 1/vD) ≈ 6.08×10⁵ cm/s,

Js ≈ (1.602×10⁻¹⁹)(7.15×10¹⁰)(6.08×10⁵) A/cm² ≈ 6.97 mA/cm² = 69.7 A/m².

The smaller velocity dominates, so drift away from the barrier restricts this current more than emission does.

Q: At what voltage does the plateau begin?

A: Near J = Js, replace J by Js in the main-diode and resistance terms, which vary slowly there:

V ≈ Vr − Vt ln(1 − J/Js), Vr = A Vt ln[1 + (Js + JL)/J0] + JsR.

Therefore

Js − J ≈ Js exp[−(V − Vr)/Vt].

Let A = 1.6, J0 = 4×10⁻⁸ mA/cm², JL = 25 mA/cm² and R = 1 Ω cm². Then Vr = 0.855 V in light and 0.792 V in the dark. At 1.0 V in light the missing current is 6.97 exp(−0.145/0.02585) ≈ 0.025 mA/cm², which agrees with the circuit solution J = 6.948 mA/cm². At 1.2 V the dark and light currents are both 6.973 mA/cm².

Q: A plateau is the end of the bend. Where does the curve first turn over?

A: At the inflection. Since J″(V) = −V″(J)/[V′(J)]³, it is found from

V″(J) = −A Vt/(J + JL + J0)² + Vt/(Js − J)² = 0.

Both denominators come from positive quantities, so the positive square root applies:

J* + JL + J0 = √A (Js − J*),

J* = (√A Js − JL − J0)/(1 + √A).

Below J* the curve J(V) bends upward; above it, it bends over. R has no effect on J*, although it moves the corresponding voltage.

In the dark, J* = 1.265 × 6.97/2.265 ≈ 3.89 mA/cm², at 0.786 V. In light, J* = (8.82 − 25)/2.265 ≈ −7.14 mA/cm², at 0.798 V.

Q: The second value is negative. Does the rollover begin while the cell is still delivering power?

A: Yes, for these parameters. The inflection lies above open circuit if √A Js > JL + J0, which here requires Js > 19.8 mA/cm². Our contact falls short, so the bend starts before open circuit. At the inflection Vb is only about ±0.02 V, so for a contact whose Js varies with bias the criterion should be read against Js near Vb = 0, not its 0.20 V value.

The open-circuit voltage does not reveal the barrier in this model. At J = 0 the back contact has Vb = 0, and

Voc = A Vt ln(1 + JL/J0) = 0.838 V,

whatever Js is. The slope there does reveal it. With Js still held at its 0.20 V value,

dV/dJ = A Vt/(JL + J0) + Vt/Js + R ≈ 1.65 + 3.71 + 1.00 = 6.36 Ω cm².

More generally, when |J| ≪ Js, Vb ≈ (Vt/Js)J. A contact with a large saturation current behaves as a small resistance, and Js → ∞ recovers the ordinary cell.

Q: But at the power point J is negative, so the back diode conducts forward. Why should it cost anything?

A: A forward diode still needs a voltage. For J = −|J|,

Vb = −Vt ln(1 + |J|/Js),

which subtracts from the cell's output. At the power point |J| is slightly below JL = 25 mA/cm², so the loss is slightly below 25.85 mV × ln(1 + 25/6.97) ≈ 39 mV. With the other parameters held fixed, the maximum power falls from 16.4 to 15.5 mW/cm², about 5.5% of the barrier-free value.

Q: Now pay the debt. What happens to the plateau when Js follows the bias?

A: It becomes a sloping shoulder. Js is 5.3 mA/cm² at Vb = 0, 7.0 at 0.20 V and 8.6 at 0.50 V. Solving the circuit with this variation gives, in light:

1.0 V: 6.57 mA/cm²
1.2 V: 7.83 mA/cm²
1.4 V: 8.78 mA/cm²

The fixed-Js results are 6.95, 6.97 and 6.97 mA/cm². At 1.0 V the back contact is still below its 0.20 V reference bias, so its current is smaller than in the fixed model; at higher voltage it is larger. The maximum power becomes 15.3 mW/cm², and the back contact's voltage loss at the power point rises from 38 to 46 mV. At open circuit, where Vb = 0, the smaller Js raises the slope dV/dJ from 6.36 to 7.51 Ω cm². The inflection moves to 3.30 mA/cm² in the dark and −8.16 mA/cm² in light, so the bend still starts before open circuit.

The dark and light curves now approach each other only slowly, not exponentially: their gap is 0.30 mA/cm² at 1.2 V and still 0.13 mA/cm² at 2 V. At the same V the dark cell has the smaller Vj and hence the larger Vb, so its Js is larger: at 1.2 V it carries 8.13 mA/cm², against 7.83 in light.

A true bound remains within this model. Since 1/vD > 0,

Js(Vb) < q ps vR.

Inserting Nv = 2(2πmkT/h²)^(3/2) gives

q Nv vR = 4πqmk²T²/h³ = A*T²,

where A* is the Richardson constant, not the ideality factor. The bound is A*T² exp(−φb/kT) = 34.5 mA/cm². It should not be taken for the expected shoulder current, which is several times smaller here.

Q: Is it a bound for a real contact? The image force lowers the barrier.

A: Not strictly: lowering the barrier raises the emission bound itself, although the corrected current found below still lies under 34.5 mA/cm². Near the metal, a hole's potential is lowered by Ex + q/(16πεx). The first term is the drop due to the field and the second is the image term. Their sum is least at xm = √[q/(16πεE)], where both terms are equal, so the barrier top drops by

Δ = 2Exm = √[qE/(4πε)].

The full parabolic barrier with the image term gives 14 mV at Vb = 0.20 V. Pure emission would rise by exp(14.15/25.85) ≈ 1.73. Repeating the transport integral from the top of the rounded barrier, with the static permittivity in the image term, gives a factor of 1.48, or about 10.3 mA/cm². Starting the integral at the metal instead gives 1.31, and using the high-frequency permittivity of about 7.1 in the image term gives 1.58, so the factor lies between about 1.3 and 1.6, or 9 to 11 mA/cm². This correction is too large to ignore in a quantitative fit.

Q: Could tunnelling, breakdown or electrons destroy the picture altogether?

A: For these numbers, the estimates are as follows.

Tunnelling: let E00 be the energy for which the WKB exponent at the foot of the barrier is qψ/E00. It equals (qℏ/2)√(N/mε) = 0.21 meV, far below kT. It grows as √N, so a heavily doped back layer can change this conclusion. For light holes of mass 0.1 it is 0.61 meV, still small. A WKB estimate of tunnelling through the thin top of the barrier raises emission by about 14% (30% for light holes), but Js by only about 2.5% (5%), because drift limits the current.

Impact ionization: even at Vb = 0.50 V the bending is 0.747 V. A hole falling through it gains less than the 1.5 eV gap, so the drop alone cannot supply a pair-creation energy.

Electrons: some injected at the front cross the base and enter the back metal, bypassing the hole barrier. In a neutral base of length d, Dn n″ = n/τ with n = n1 at the front and zero at the back. The solution is n = n1 sinh[(d − x′)/L]/sinh(d/L), with x′ measured from the front and L = √(Dnτ). Its slope at the back gives

Jn = q Dn n1/[L sinh(d/L)].

The electron density at the front follows from the junction law, n1 = (NcNv/N) exp[−(Eg − qVj)/kT], with gap Eg = 1.5 eV and conduction-band effective density Nc = 8×10¹⁷ cm⁻³. Taking Vj on the illuminated plateau, d as the thickness less W, and electron mobility 300 cm²/Vs gives 0.10 mA/cm² for τ = 1 ns and 0.48 mA/cm² for 10 ns. These are 1.5% and 7% of Js. They neglect the front depletion layer, which also shortens the neutral base: a front layer of about 0.6 µm would raise them to roughly 0.2 and 0.6 mA/cm². The leakage adds to the hole current, so a thin base or a long lifetime can lift the terminal current above Js.

The diffusion description is reasonable: the mean free path is about 3.3 nm, while the potential near the metal takes about 20 nm to fall by Vt. The majority-carrier tail at the depletion edge lowers the peak field by about 3% at Vb = 0.20 V, 5% at Vb = 0 and 7% at the power point, and lowers Js by about 2.5%, 5.5% and 7.5% respectively. Light holes of mass 0.1 would add 4% to Nv and 12.5% to A*.

Q: Then how much trust does the figure of 7 mA/cm² deserve for an actual CdTe cell?

A: It deserves trust as a scale for the stated barrier, not as a prediction for a device. The thickness, doping, mobility and photocurrent are of ordinary size for thin-film CdTe, but the barrier depends strongly on surface preparation and back-contact layers. At the same Vb, changing φb to 0.45 eV gives 46 mA/cm², and 0.55 eV gives 1.1 mA/cm². Heating to 330 K, with barrier and mobility held fixed, also gives 46 mA/cm². Since J* rises with Js, a modest rise in temperature can therefore move the rollover to a much larger current.

Real contacts also break the assumptions of a uniform barrier and uniform doping. Copper-doped back layers, for example, are used to ease hole transport. The model further requires the two depletion regions to remain separate and little light to be absorbed in the back barrier. If either condition fails, the junctions no longer act as independent series elements, and a fitted Js need not measure φb. With a front built-in voltage near 1.1 V, the two depletion widths total about 1.6 µm at short circuit for N = 10¹⁵ cm⁻³, but about 4.8 µm for 10¹⁴ cm⁻³, more than the 4 µm film. The numerical output lists the values used here.

Computed results

```
Temperature 300 K; thermal voltage 25.85 mV
Hole barrier 0.50 eV; band gap 1.50 eV
Doping 1.0e+15 cm^-3; thickness 4.0 um
Hole mobility 60, electron mobility 300 cm2/Vs
Relative permittivity 9.4; hole mass 0.8 m0
Main diode A 1.6; J0 4.0e-08 mA/cm2
Photocurrent 25.0 mA/cm2; R 1.0 ohm cm2
Nv 1.796e+19, Nc 8.0e+17 cm^-3
Equilibrium contact hole density 7.154e+10 cm^-3
Equilibrium back band bending 0.247 V
Reference back reverse bias 0.20 V
  total bending 0.447 V; width 681 nm
  peak field 0.0131 MV/cm
  vR 3.008e+06, vD 7.626e+05 cm/s
LIMIT Js at reference bias 6.973 mA/cm2 = 69.73 A/m2
Js at back bias 0.0 V: 5.325 mA/cm2
Js at back bias 0.5 V: 8.597 mA/cm2
Emission ceiling without image force 34.48 mA/cm2
Largest transport-test deviation 5.8e-06 (relative)
dark: inflection 0.7859 V, 3.894 mA/cm2; onset Vr 0.7919 V
light: inflection 0.7984 V, -7.144 mA/cm2; onset Vr 0.8549 V
Js placing light inflection at Voc 19.76 mA/cm2
Voc 0.8377 V; slope there 6.362 ohm cm2
  back-contact part of slope 3.707 ohm cm2
V (V) | dark fixed Js | light fixed Js | light biased Js (mA/cm2)
0.0 | -0.0000 | -25.0000 | -25.0000
0.6 | 0.0790 | -24.6280 | -24.5516
0.7 | 0.8121 | -21.3925 | -20.8021
0.8 | 4.5912 | -6.8413 | -6.0534
0.9 | 6.8695 | 5.8699 | 4.9655
1.0 | 6.9709 | 6.9477 | 6.5730
1.2 | 6.9731 | 6.9731 | 7.8274
1.4 | 6.9731 | 6.9731 | 8.7768
Max power, no back barrier 16.401 mW/cm2
Max power, fixed Js 15.505 mW/cm2
Max power, biased Js 15.324 mW/cm2
Image lowering 14.15 meV; Js factor 1.481
Majority tail: peak-field factor 0.9706
Tunnelling energy E00 0.214 meV; E00/kT 0.0083
Degeneracy measure N/Nv 5.57e-05
Light-hole mass 0.1 m0: adds to Nv 4.4 %, to A* 12.5 %
Electron leak, lifetime 1 ns: 0.104 mA/cm2
Electron leak, lifetime 10 ns: 0.476 mA/cm2
Mean free path 3.28 nm; kT barrier length 19.71 nm
Back bending at 0.5 V reverse bias 0.747 V
Js at 330 K, same mobility 45.61 mA/cm2
Js for barrier 0.45 eV: 45.832 mA/cm2
Js for barrier 0.55 eV: 1.054 mA/cm2
```
